# Single-Point Barriers at Lower-Level Geometries and the IRCMax Correction

A reaction barrier is wanted at a level of theory whose energies are affordable but whose saddle-point search is not. One option is to compute single energies at the reactant and saddle geometries of a cheaper method. Another is to spend a few more energies along the cheaper method's reaction path and take their maximum, the procedure called IRCMax. The choice depends on the size and sign of the error that a wrong geometry causes.

## Setting and the size of the displacement

Let $E(\mathbf x)$ be the high-level energy surface and $E_L(\mathbf x)$ the low-level one. Both are smooth, and $\mathbf x$ contains internal displacements only, so that translations and rotations give no zero curvatures. Atomic units are used in the algebra. The high-level saddle $\mathbf x_s$ and reactant minimum $\mathbf x_m$ have invertible Hessians $H_s$ and $H_m$. $H_s$ has one negative eigenvalue and $H_m$ has none. The low-level stationary points are

$$\mathbf x_s^L=\mathbf x_s+\boldsymbol\delta,\qquad \mathbf x_m^L=\mathbf x_m+\boldsymbol\rho. \tag{1}$$

Write $E_L=E+\lambda W$, where $\lambda$ measures the difference between the levels. For small $\lambda$ the stationary points move smoothly, so $\boldsymbol\delta=O(\lambda)$. The low-level gradient vanishes at $\mathbf x_s^L$. Expanding it about $\mathbf x_s$, where $\nabla E=0$, gives

$$0=H_s\boldsymbol\delta+\lambda\nabla W(\mathbf x_s)+O(\lambda^2)
\;\Rightarrow\;
\boldsymbol\delta=-\lambda H_s^{-1}\nabla W(\mathbf x_s)+O(\lambda^2). \tag{2}$$

The same argument at the minimum gives $\boldsymbol\rho=O(\lambda)$.

## The single-point error

A Taylor expansion about the high-level saddle has no linear term, because that point is stationary on $E$:

$$E(\mathbf x_s^L)-E(\mathbf x_s)=\tfrac12\boldsymbol\delta^TH_s\boldsymbol\delta+O(\delta^3). \tag{3}$$

At the reactant, likewise,

$$E(\mathbf x_m^L)-E(\mathbf x_m)=c+O(\rho^3),\qquad c=\tfrac12\boldsymbol\rho^TH_m\boldsymbol\rho\ge0. \tag{4}$$

Subtracting (4) from (3) gives the error of the single-point barrier relative to the true high-level barrier:

$$\Delta_{\rm SP}=\tfrac12\boldsymbol\delta^TH_s\boldsymbol\delta-c+O(3), \tag{5}$$

where $O(3)$ stands for third order in the displacements.

The low-level barrier itself is worse in order. At the saddle,

$$E_L(\mathbf x_s^L)-E(\mathbf x_s)=\big[E(\mathbf x_s^L)-E(\mathbf x_s)\big]+\lambda W(\mathbf x_s^L)=\lambda W(\mathbf x_s)+O(\lambda^2), \tag{6}$$

since the bracket is of second order by (3). With the analogous result at the minimum, the low-level barrier errs by $\lambda[W(\mathbf x_s)-W(\mathbf x_m)]$ at first order. A high-level single point removes this term.

The signs in (3) and (4) differ in character. $H_m$ is positive definite, so a wrong reactant geometry raises the reactant energy and lowers the barrier. $H_s$ is indefinite. A displacement along its negative eigenvector lowers the saddle energy, and one along a positive eigenvector raises it. Both can occur: $H_s$ is invertible, so by (2) a suitable force difference $-\lambda\nabla W$ produces any small displacement. The two contributions can even cancel, so a small energy error does not prove that the geometry is good.

The high-level gradient at the low-level saddle is not zero. It is

$$\mathbf g=\nabla E(\mathbf x_s^L)=H_s\boldsymbol\delta+O(\delta^2), \tag{7}$$

which is itself of first order. Inserting $\boldsymbol\delta\simeq H_s^{-1}\mathbf g$ into (3) gives the equivalent form $\tfrac12\mathbf g^TH_s^{-1}\mathbf g$.

## Maximizing along the low-level path

The intrinsic reaction coordinate (IRC) is the path of steepest descent in mass-weighted coordinates $\mathbf q=M^{1/2}\mathbf x$, with $M$ the mass matrix, taken as constant, as it is for rectilinear displacements; in curvilinear coordinates such as bond angles it depends on the geometry. In the original coordinates it follows $-M^{-1}\nabla E_L$. Close to the low-level saddle this flow is linear, and the path leaves along the vector $\mathbf t$ that satisfies

$$H_L\mathbf t=\mu M\mathbf t,\qquad \mu<0,\qquad \mathbf t^T\mathbf t=1, \tag{8}$$

where $H_L$ is the low-level Hessian at $\mathbf x_s^L$. Multiplying by $\mathbf t^T$ gives $\mathbf t^TH_L\mathbf t=\mu\,\mathbf t^TM\mathbf t<0$. Since $H_L=H_s+O(\lambda)$, the high-level curvature along the same direction,

$$\kappa=\mathbf t^TH_s\mathbf t, \tag{9}$$

is also negative when the levels are close enough. For levels further apart, $\kappa<0$ is an assumption to be checked.

Let $s$ be the arc length from the low-level saddle and $\mathbf k$ the curvature vector of the path there. The displacement from the high-level saddle is $\boldsymbol\delta+s\mathbf t+\tfrac12s^2\mathbf k+O(s^3)$. For $s=O(\delta)$, the term with $\mathbf k$ changes the energy by about $\tfrac12s^2\mathbf k^TH_s(\boldsymbol\delta+s\mathbf t)$, which is of third order. To second order the path may therefore be treated as straight:

$$E(s)-E(\mathbf x_s)=\tfrac12\boldsymbol\delta^TH_s\boldsymbol\delta+s\,\mathbf t^TH_s\boldsymbol\delta+\tfrac12\kappa s^2+O(3). \tag{10}$$

Setting the derivative $\mathbf t^TH_s\boldsymbol\delta+\kappa s$ to zero, with $\kappa=-|\kappa|$, gives

$$s^*=\frac{\mathbf t^TH_s\boldsymbol\delta}{|\kappa|}\simeq\frac{\mathbf g\cdot\mathbf t}{|\kappa|}. \tag{11}$$

This is a maximum because $\kappa<0$, and $s^*$ is of order $\delta$, as assumed. Inserting it in (10), the last two terms become

$$\frac{(\mathbf t^TH_s\boldsymbol\delta)^2}{|\kappa|}-\frac{(\mathbf t^TH_s\boldsymbol\delta)^2}{2|\kappa|}=a,\qquad
a=\frac{(\mathbf t^TH_s\boldsymbol\delta)^2}{2|\kappa|}\ge0. \tag{12}$$

The gain $a$ is the energy by which the maximum exceeds the single point. The saddle error of IRCMax is therefore

$$E_{\max}-E(\mathbf x_s)=b+O(3),\qquad b=\tfrac12\boldsymbol\delta^TH_s\boldsymbol\delta+a, \tag{13}$$

while the saddle error of the single point is $b-a$.

## Why the remaining error has one sign

Split the displacement into a part along $\mathbf t$ and a part $\mathbf w$ that is conjugate to $\mathbf t$ with respect to $H_s$:

$$\boldsymbol\delta=\alpha\mathbf t+\mathbf w,\qquad \mathbf t^TH_s\mathbf w=0,\qquad \alpha=\frac{\mathbf t^TH_s\boldsymbol\delta}{\kappa}=-s^*. \tag{14}$$

The value of $\alpha$ follows on multiplying the first relation by $\mathbf t^TH_s$. The cross term in the energy vanishes by conjugacy, so

$$\tfrac12\boldsymbol\delta^TH_s\boldsymbol\delta=\tfrac12\alpha^2\kappa+\tfrac12\mathbf w^TH_s\mathbf w=-a+\tfrac12\mathbf w^TH_s\mathbf w. \tag{15}$$

Comparison with (13) gives $b=\tfrac12\mathbf w^TH_s\mathbf w$. Moving by $s^*$ cancels the part $\alpha\mathbf t$ and leaves the displacement $\mathbf w$.

It remains to show that $\mathbf w^TH_s\mathbf w>0$ for every nonzero $\mathbf w$ conjugate to $\mathbf t$. Suppose that one such $\mathbf w$ had $\mathbf w^TH_s\mathbf w\le0$. It cannot be a multiple of $\mathbf t$, because $\mathbf t^TH_s\mathbf t\ne0$. For any combination of the two,

$$(\beta\mathbf t+\gamma\mathbf w)^TH_s(\beta\mathbf t+\gamma\mathbf w)=\beta^2\kappa+\gamma^2\mathbf w^TH_s\mathbf w\le0, \tag{16}$$

so $H_s$ would be non-positive on a two-dimensional space. In $n$ dimensions, however, its positive eigenvectors span a space of dimension $n-1$. Since $2+(n-1)>n$, the two spaces share a nonzero vector, on which $H_s$ would have to be both positive and non-positive. This contradiction proves that $b\ge0$, with equality when $\mathbf w=0$.

The condition $\kappa<0$ is needed. If $\kappa>0$, the negative curvature of $H_s$ must survive in the conjugate space; otherwise (16) would have no negative values anywhere. The stationary point of (10) is then a minimum along the line, and the argument for IRCMax is lost. Both cases were tested on random six-dimensional Hessians.

## An upper bound beyond second order

The sign result has a counterpart that needs no expansion. Consider the region where $E<E(\mathbf x_s)$. Suppose that the end points of the low-level path lie in two separate parts of this region, one for reactants and one for products. A continuous path between them must leave the region, so somewhere on it

$$E_{\max}\ge E(\mathbf x_s). \tag{17}$$

The IRCMax energy is then an upper bound to the high-level saddle energy. It is not a bound to the barrier if the reactant energy is taken at the low-level geometry, because that energy is too high by $c$. Reoptimizing the reactant at the high level, usually easier than a saddle search, removes $c$ and makes the barrier an upper bound too.

The bound can fail if a low-level end point belongs to another high-level basin, because the two end points may then lie in the same part of the region. If the low-level path follows a different mechanism, (17) may still hold with respect to the lowest pass, but the result can lie far above it.

## When IRCMax is the better estimate

IRCMax removes the negative part of the saddle error, which is not the same as reducing its magnitude. It is better for the saddle energy when $b^2<(b-a)^2$, that is, when $0<a(a-2b)$. For $a>0$ this means

$$a>2b. \tag{18}$$

For barriers with the low-level reactant geometry, the errors are $b-a-c$ for the single point and $b-c$ for IRCMax. Replacing $b$ by $b-c$ in the same algebra gives

$$a>2(b-c). \tag{19}$$

Two limits show the meaning. If $\boldsymbol\delta$ is parallel to $\mathbf t$, then $\mathbf w=0$ and $b=0$, and IRCMax removes the whole second-order saddle error. If $\mathbf t^TH_s\boldsymbol\delta=0$, then $a=0$, the maximum stays at the low-level saddle to this order, and nothing is gained. Between them, a saddle that is too high because of a stiff transverse displacement is made higher still by the maximization.

If a high-level gradient is available, $b$ can be estimated before the choice is made. Replacing $H_s$ by $H_L$ changes a second-order quantity only at third order, so

$$b-a\simeq\tfrac12\mathbf g^TH_L^{-1}\mathbf g,\qquad a\simeq\frac{(\mathbf g\cdot\mathbf t)^2}{2|\mathbf t^TH_L\mathbf t|}. \tag{20}$$

Subtracting the first expression from the single-point energy removes its whole second-order saddle error. The third-order remainder is small only when $H_L$ is close to $H_s$. In case A of the model below, $\mathbf t^TH_L\mathbf t=-2.76$ eV/Å$^2$ against $\kappa=-1.77$ eV/Å$^2$, so (20) gives $a=0.0093$ and $b=0.0030$ eV instead of 0.0153 and 0.0052 eV, and the corrected single point still errs by $-0.0036$ eV. Near $a=2b$ such an estimate can point to the wrong choice. IRCMax needs no high-level gradient, but it leaves $b$.

## Carrying out the search

Compute high-level energies $E_-,E_0,E_+$ at path positions $s_0-h_s,\ s_0,\ s_0+h_s$, moving $s_0$ until $E_0$ is the largest. Through these points pass the parabola $E_0+G(s-s_0)+\tfrac12K(s-s_0)^2$. Adding and subtracting the outer energies gives

$$G=\frac{E_+-E_-}{2h_s},\qquad K=\frac{E_++E_--2E_0}{h_s^2}<0. \tag{21}$$

The derivative vanishes at $s-s_0=-G/K$, where the energy is

$$E_{\max}\simeq E_0-\frac{G^2}{2K}. \tag{22}$$

The spacing must be small enough for a parabola to describe the top, and large enough for the energy differences to exceed numerical noise. The bound (17) belongs to the exact highest point of the path. The interpolated value (22) can lie slightly below it, and if the path has several maxima, the search must be repeated to find the highest.

## A model with two outcomes

Take two coordinates $x$ and $y$ with relative masses 1 and 2. With energies in eV and lengths in Å, the surfaces are

$$E=0.5(x^2-1)^2+0.1x+5(y-0.3x)^2, \tag{23}$$

$$W=(0.1+px+qy)e^{-x^2/0.6^2}+hy,\qquad \lambda=1. \tag{24}$$

These are round model parameters, not a fit to a molecule. The low level has an error in the barrier height, gradient errors $p$ and $q$ that decay away from $x=0$, and a uniform gradient error $h=0.2$ eV/Å along $y$. The force errors have the opposite signs. The high-level saddle is at $(0.0501,\,0.0150)$ Å, and the barrier is 0.6037 eV (58.25 kJ/mol).

The second derivatives of (23) at the saddle are $H_{xx}=6x^2-2+10(0.3)^2=-1.085$, $H_{xy}=-3$ and $H_{yy}=10$ eV/Å$^2$.

**Case A**, $p=0.4$ and $q=-0.4$ eV/Å. The saddle displacement is $\boldsymbol\delta=(0.1081,\,0.0497)$ Å, so

$$H_s\boldsymbol\delta=(-0.267,\;0.173)\ \text{eV/Å},\qquad
\tfrac12\boldsymbol\delta^TH_s\boldsymbol\delta=\tfrac12(-0.0288+0.0086)=-0.0101\ \text{eV}. \tag{25}$$

With $\mathbf t=(0.9852,\,0.1713)$ and $\kappa=-1.772$ eV/Å$^2$, the projection is $\mathbf t^TH_s\boldsymbol\delta=-0.233$ eV/Å. Equations (12) and (13) then give

$$a=\frac{0.233^2}{2(1.772)}=0.0153\ \text{eV},\qquad b=-0.0101+0.0153=0.0052\ \text{eV}. \tag{26}$$

The measured saddle errors are $-0.0099$ eV for the single point and $+0.0049$ eV for IRCMax. Here $a>2b$, and the maximization helps. The reactant error is 0.00165 eV, so the barrier errors are $-0.0116$ eV ($-1.11$ kJ/mol) and $+0.0032$ eV ($+0.31$ kJ/mol). Part of the last improvement is cancellation: with a reoptimized reactant, the IRCMax error would be the full 0.0049 eV.

**Case B**, $p=0$ and $q=-0.8$ eV/Å. Now $a=0.0037$ eV and $b=0.0146$ eV, so (18) is violated. The measured saddle errors are $+0.0108$ eV for the single point and $+0.0144$ eV for IRCMax. After subtraction of the reactant error, 0.0037 eV, the barrier errors are $+0.0071$ eV (0.69 kJ/mol) and $+0.0107$ eV (1.03 kJ/mol). The maximization does harm.

The displacement in case B, $(-0.0841,\,0.0345)$ Å, is still longer in $x$ than in $y$. Length alone does not decide the sign. The quadratic form of this model can be written as

$$\tfrac12\boldsymbol\delta^TH_s\boldsymbol\delta=\tfrac12(6x_s^2-2)\delta_x^2+5(\delta_y-0.3\delta_x)^2. \tag{27}$$

The second term measures the offset in $y$ from the valley floor $y=0.3x$. In case B that offset is $0.0345+0.0252=0.0597$ Å, and the terms are $-0.0070$ and $+0.0178$ eV. In case A it is $0.0173$ Å, and they are $-0.0116$ and $+0.0015$ eV. The stiff coordinate decides case B although its displacement is smaller.

The low-level barriers are in error by 0.204 eV in case A and 0.127 eV in case B, far more than either high-level estimate. Halving $\lambda$ from 0.04 to 0.02 gave orders within 0.01 of one for this error and within 0.03 of two for the single-point, IRCMax and reactant errors.

The forecast from the high-level slope and curvature at the low-level saddle was also compared with the path maximum. In case A it predicts a shift of $-0.138$ Å and a gain of 0.0157 eV, against $-0.128$ Å and 0.0148 eV found. The differences are the higher-order terms at this finite displacement.

Twelve random low levels all satisfied the bound (17). With $\lambda$ reduced to 0.05, nine of them lay clearly to one side of $a=2b$. Criterion (18) was correct for all nine: IRCMax was better in six and worse in three. These proportions belong to the chosen random forces and say nothing about molecules in general. The numerical output lists the values for both cases.

## Calculated quantities

```
Well 0.5 eV, tilt 0.1 eV/A, stiffness 10.0 eV/A^2
Valley slope 0.3, bump 0.1 eV, width 0.6 A
Relative masses x, y: 1, 2
High saddle x, y: 0.0501, 0.0150 A
High reactant x, y: -1.0241, -0.3072 A
Saddle Hessian eigenvalues: -1.845, 10.760 eV/A^2
High-level barrier: 0.60372 eV = 58.25 kJ/mol
Case A: p, q, h = 0.4, -0.4, 0.2 eV/A
 low saddle x, y: 0.1582, 0.0648 A
 saddle displacement: 0.1081, 0.0497 A
 reactant displacement: -0.0047, -0.0193 A
 tangent: 0.9852, 0.1713
 curvature along tangent: -1.772 eV/A^2
 formula a, b, c: 0.01531, 0.00521, 0.00165 eV
 formula b-a: -0.01010 eV
 measured single-point saddle error: -0.00990 eV
 measured IRCMax saddle error: 0.00486 eV
 measured reactant error: 0.00165 eV
 shift found, forecast: -0.1277, -0.1383 A
 gain found, forecast: 0.01477, 0.01569 eV
 low-level barrier, error: 0.80815, 0.20442 eV
 single-point barrier: 0.59217 eV
  error: -0.01155 eV = -1.11 kJ/mol
 IRCMax barrier: 0.60694 eV
  error: 0.00322 eV = 0.31 kJ/mol
 orders low, single: 1.003, 1.977
 orders IRCMax, reactant: 1.998, 2.000
Case B: p, q, h = 0.0, -0.8, 0.2 eV/A
 low saddle x, y: -0.0340, 0.0496 A
 saddle displacement: -0.0841, 0.0345 A
 reactant displacement: -0.0325, -0.0261 A
 tangent: 0.9764, 0.2160
 curvature along tangent: -1.833 eV/A^2
 formula a, b, c: 0.00374, 0.01456, 0.00361 eV
 formula b-a: 0.01083 eV
 measured single-point saddle error: 0.01079 eV
 measured IRCMax saddle error: 0.01437 eV
 measured reactant error: 0.00368 eV
 shift found, forecast: 0.0607, 0.0641 A
 gain found, forecast: 0.00358, 0.00378 eV
 low-level barrier, error: 0.73109, 0.12736 eV
 single-point barrier: 0.61083 eV
  error: 0.00711 eV = 0.69 kJ/mol
 IRCMax barrier: 0.61441 eV
  error: 0.01069 eV = 1.03 kJ/mol
 orders low, single: 0.999, 2.024
 orders IRCMax, reactant: 2.002, 1.997
Inertia tests, t.H.t < 0 and > 0: 123, 275
Random low levels: 12, least IRCMax excess 0.00037 eV
Small-error criterion: 9 judged, IRCMax better in 6
```
